# Sand's Time and Ripple Growth in Plating from a Binary Electrolyte, part 1

(Sections cited here and not found follow in the second part.)

## 1. Salt depletion at constant current

### 1.1 Definitions and conventions

One formula unit of salt gives $\nu_+$ cations of charge number $z_+>0$ and $\nu_-$ anions of charge number $z_-<0$, with

$$z_+\nu_++z_-\nu_-=0. \tag{1}$$

The salt concentration is $c$, in moles per volume. Outside the thin double layer the solution is taken as electrically neutral, so the ion concentrations are $c_\pm=\nu_\pm c$. A flat cathode lies at $x=0$ and the electrolyte fills $x>0$. The current density $i$ is a positive magnitude, and the charge it carries moves toward negative $x$, into the cathode. Before the current is switched on at $t=0$, the concentration is $c_0$ everywhere.

The electric potential of the solution is $\phi$, and $\psi=F\phi/(RT)$ is its dimensionless form. The ion diffusivities $D_+$ and $D_-$ are constant. The solution is dilute and at rest, and it contains no other salt. The molar ion fluxes then follow the Nernst–Planck law. It is convenient to divide each flux by its stoichiometric number, $\mathbf n_\pm=\mathbf N_\pm/\nu_\pm$:

$$\mathbf n_\pm=-D_\pm\left(\nabla c+z_\pm c\,\nabla\psi\right). \tag{2}$$

The first term is diffusion of the ion down its own gradient. The second is migration in the field, with the mobility tied to $D_\pm$ by the Nernst–Einstein relation. No ion is made or consumed in the liquid, so

$$\frac{\partial c}{\partial t}=-\nabla\cdot\mathbf n_+=-\nabla\cdot\mathbf n_- . \tag{3}$$

### 1.2 Eliminating the field

The two fluxes share the unknown quantity $c\nabla\psi$. To cancel it, multiply $\mathbf n_+$ by $-z_-D_-$ and $\mathbf n_-$ by $z_+D_+$, and add:

$$-z_-D_-\mathbf n_++z_+D_+\mathbf n_-
=z_-D_+D_-(\nabla c+z_+c\nabla\psi)-z_+D_+D_-(\nabla c+z_-c\nabla\psi).$$

The field terms are $z_+z_-D_+D_-c\nabla\psi$ with opposite signs, and they cancel. What remains is

$$-z_-D_-\mathbf n_++z_+D_+\mathbf n_-=-(z_+-z_-)D_+D_-\nabla c .$$

Both multipliers are positive because $z_-<0$. Dividing by their sum, $z_+D_+-z_-D_-$, turns them into weights that add to one:

$$(1-t_+)\mathbf n_++t_+\mathbf n_-=-D\nabla c, \tag{4}$$

$$t_+=\frac{z_+D_+}{z_+D_+-z_-D_-},\qquad
D=\frac{(z_+-z_-)D_+D_-}{z_+D_+-z_-D_-}. \tag{5}$$

Take the divergence of (4). By (3), each flux divergence equals $-\partial c/\partial t$, and the constant weights add to one, so

$$\frac{\partial c}{\partial t}=D\nabla^2c. \tag{6}$$

The salt therefore diffuses with the single coefficient $D$ even while current flows. This rests on neutrality and on constant diffusivities; a transference number that varied with concentration would add a term proportional to the current.

The meaning of $t_+$ follows from the current. For the flat cell, the charge flux in the positive $x$ direction is $-i$:

$$-i=F(z_+\nu_+n_++z_-\nu_-n_-)=z_+\nu_+F(n_+-n_-),$$

where (1) was used in the second equality. Hence $n_-=n_++i/(z_+\nu_+F)$. Putting this into (4) gives

$$n_++\frac{t_+i}{z_+\nu_+F}=-D\frac{\partial c}{\partial x},$$

and therefore

$$n_+=-D\frac{\partial c}{\partial x}-\frac{t_+i}{z_+\nu_+F},\qquad
n_-=-D\frac{\partial c}{\partial x}+\frac{(1-t_+)i}{z_+\nu_+F}. \tag{7}$$

Where the composition is uniform, cations carry the fraction $t_+$ of the current toward the cathode, and anions carry the remainder by moving away from it.

### 1.3 The condition at the cathode

Only cations react, so the anion flux at the wall vanishes. Equation (7) with $n_-=0$ fixes the concentration gradient:

$$\left.\frac{\partial c}{\partial x}\right|_{x=0}=G,\qquad
G=\frac{i(1-t_+)}{z_+\nu_+FD}. \tag{8}$$

The sign is positive: concentration rises away from the cathode. The factor $1-t_+$ appears because the field tries to drive anions away from the wall, and a concentration gradient must bring them back at the same rate.

An equivalent form is useful. From (5), with $|z_-|=-z_-$,

$$\frac{D}{1-t_+}=\frac{(z_++|z_-|)D_+D_-}{|z_-|D_-}
=D_+\left(1+\frac{z_+}{|z_-|}\right), \tag{9}$$

so that

$$G=\frac{i}{z_+\nu_+FD_+(1+z_+/|z_-|)}. \tag{10}$$

The wall gradient does not depend on the anion diffusivity. The reason is visible in (2): anions with zero flux obey $\nabla c+z_-c\nabla\psi=0$ whatever their mobility, and this balance fixes the field that acts on the cations.

Two ways of dividing the cation flux should be kept apart. In (7), the part $t_+i/(z_+\nu_+F)$ is what would flow at uniform composition, and the rest accompanies salt diffusion. In (2), the parts are diffusion and migration of the cation itself. At the wall the field is $\partial\psi/\partial x=G/(|z_-|c)$, so the ratio of migration to diffusion in the second sense is $z_+/|z_-|$. For a 1:1 salt the two are equal at the wall, whatever the value of $t_+$.

Condition (8) treats the front as fixed. In reality it advances at speed $v=V_mi/(z_+F)$, where $V_m$ is the molar volume of the metal. With the liquid at rest, anions are then pushed ahead of the metal with $n_-=cv$ instead of zero. Relative to the term $(1-t_+)i/(z_+\nu_+F)$ in (7), this is

$$\frac{cv\,z_+\nu_+F}{(1-t_+)i}=\frac{\nu_+cV_m}{1-t_+}. \tag{11}$$

This ratio is assumed small. Neglecting it shortens the depletion time by about two percent for the main salt of the example below, and by about four percent for the slower anion considered there.

### 1.4 Solution of the diffusion problem

The problem is (6) in one dimension with constant wall gradient $G$, initial value $c_0$, and $c\to c_0$ far away. The far condition treats the cell as semi-infinite.

Let $g=\partial c/\partial x$. Differentiating (6) shows that $g$ also obeys the diffusion equation, now with the simpler conditions $g=G$ at the wall and $g=0$ initially and far away. No length or time appears in these conditions, so $g$ can depend only on the combination $\eta=x/(2\sqrt{Dt})$. Write $g=Gf(\eta)$. Then

$$\frac{\partial g}{\partial t}=-\frac{G\eta}{2t}f',\qquad
D\frac{\partial^2g}{\partial x^2}=\frac{G}{4t}f'' .$$

Equating them gives $f''+2\eta f'=0$, so $f'$ is proportional to $e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ select the complementary error function:

$$\frac{\partial c}{\partial x}=G\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right). \tag{12}$$

The concentration follows by integrating inward from infinity:

$$c=c_0-2G\sqrt{Dt}\int_\eta^\infty\mathrm{erfc}(s)\,ds .$$

Integration by parts, with $\mathrm{erfc}'(s)=-2e^{-s^2}/\sqrt\pi$, gives

$$\int_\eta^\infty\mathrm{erfc}(s)\,ds
=-\eta\,\mathrm{erfc}(\eta)+\int_\eta^\infty\frac{2s}{\sqrt\pi}e^{-s^2}ds
=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta).$$

The profile is therefore

$$c(x,t)=c_0-2G\sqrt{Dt}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta)\right]. \tag{13}$$

It satisfies (6) itself, not just its derivative: the difference $\partial_tc-D\partial_x^2c$ is independent of $x$ and vanishes far away, so it is zero.

### 1.5 Sand's time

At the wall, $\eta=0$ and the bracket in (13) is $1/\sqrt\pi$. The surface concentration is

$$c_s(t)=c_0-2G\sqrt{\frac{Dt}{\pi}}. \tag{14}$$

It reaches zero when $\sqrt{D\tau/\pi}=c_0/(2G)$. Squaring, and then inserting (8),

$$\tau=\frac{\pi c_0^2}{4DG^2}
=\pi D\left[\frac{z_+\nu_+Fc_0}{2i(1-t_+)}\right]^2,\qquad
c_s=c_0\left(1-\sqrt{t/\tau}\right). \tag{15}$$

This is Sand's time for the binary electrolyte. A mass balance checks the factor $1-t_+$. Integrating (6) over the liquid shows that salt is lost at the rate $DG$ per area, so the deficit after time $t$ is

$$\int_0^\infty(c_0-c)\,dx=DGt=\frac{(1-t_+)\,it}{z_+\nu_+F}.$$

The metal deposited corresponds to $it/(z_+\nu_+F)$ moles of salt. The depletion layer supplies the fraction $1-t_+$ of it, and migration from the uniform solution beyond supplies the fraction $t_+$.

The dependence on ion mobility needs care, since $D$ and $t_+$ do not vary independently. At fixed $D_+$, equation (10) keeps $G$ fixed, and (15) then gives $\tau\propto1/D$. Faster anions raise $D$ and shorten $\tau$. When the anions become very slow, $t_+\to1$, $D\to0$ and $\tau$ in (15) grows without limit. The ratio (11) grows in the same limit, so the law $\tau\propto1/D$ holds only while $1-t_+\gg\nu_+c_0V_m$. With $\nu_+c_0V_m=0.010$, the motion of the front into liquid at rest lengthens $\tau$ by about 14 percent at $t_+=0.9$, and it prevents depletion once the ratio exceeds one. When they become very fast, $t_+\to0$ and $D\to D_+(1+z_+/|z_-|)$, which gives the shortest $\tau$ for that cation.

### 1.6 Where the result fails

A real cell has a finite width $L$. Suppose that the opposite electrode dissolves the same metal at the same rate. In a steady state the anion flux vanishes everywhere, so (7) makes the gradient equal to $G$ throughout. Conservation of salt keeps the mean at $c_0$, and the cathode concentration is $c_0-GL/2$. This is positive if

$$i<\frac{2z_+\nu_+FDc_0}{(1-t_+)L}, \tag{16}$$

and such a cell has a steady state without depletion. Formula (15) needs a larger current, so that the depletion layer does not feel the opposite electrode before $\tau$. The layer thickness is $2\sqrt{D\tau}=\sqrt\pi\,c_0/G$. At the limit (16), $L=2c_0/G$ and the thickness is $0.89L$, which is too much. At twice that current it is $0.44L$, and the depletion time of the finite cell differs from (15) by only about 0.2 percent. Natural convection can also end the growth of the layer and is left out.

Neutrality fails shortly before $\tau$. Near the wall $\partial_x\psi=\partial_xc/(|z_-|c)$, and as $c_s$ falls the dominant part of its derivative is $-G^2/(|z_-|c_s^2)$. Poisson's equation with permittivity $\epsilon$ then asks for a charge density $\epsilon RTG^2/(F|z_-|c_s^2)$. This must be small compared with the cation charge density $Fz_+\nu_+c_s$, which requires

$$c_s^3\gg\frac{\epsilon RTG^2}{F^2z_+\nu_+|z_-|}. \tag{17}$$

The time $\tau$ is thus the limit at which the neutral model runs out of salt. What happens after it is outside the model.

### 1.7 Numerical example

The parameters are round model values and stand for no particular metal: a 1:1 salt with $c_0=1000\ \mathrm{mol/m^3}$, $D_+=5\times10^{-10}\ \mathrm{m^2/s}$, $D_-=10^{-9}\ \mathrm{m^2/s}$ and $i=100\ \mathrm{A/m^2}$. A real salt at this concentration is not dilute, and its activity coefficient, $D$ and $t_+$ vary with concentration, so the numbers illustrate the model only. From (5),

$$t_+=\frac{5}{5+10}=0.333,\qquad
D=\frac{2(5\times10^{-10})(10^{-9})}{1.5\times10^{-9}}=6.67\times10^{-10}\ \mathrm{m^2/s}.$$

Equation (8) gives $G=1.036\times10^6\ \mathrm{mol/m^4}$, and (15) gives

$$\tau=\frac{\pi(1000)^2}{4(6.667\times10^{-10})(1.0364\times10^6)^2}
\approx1.10\times10^3\ \mathrm s\approx18\ \mathrm{min}.$$

Setting $t_+=0$ at the same $D$ would multiply this by $(1-t_+)^2=0.444$ and give about 490 s. The layer thickness $2\sqrt{D\tau}$ is 1.71 mm, so the cell must be at least about twice as wide as that and free of convection; by (16), a cell narrower than $2c_0/G=1.93$ mm would never be depleted. With $\nu_+c_0V_m=0.010$ for the metal used in the second half, the neglected ratio (11) is at most $0.010/0.667=0.015$.

Equation (15) was tested against a finite-volume solution of the two separate ion balances, in which the field is found from the imposed current and neither $D$ nor $t_+$ enters the fluxes. For three electrolytes, one of them a 2:1 salt, the depletion times agree within the required 0.5 percent. Replacing the anion by one four times slower, with $D_-=2.5\times10^{-10}\ \mathrm{m^2/s}$, halves $D$ and doubles $\tau$ to about 2190 s, as (10) and (15) require.

## 2. Linear instability of the plating front

### 2.1 Results carried over and new symbols

The salt has charge numbers $z_\pm$, stoichiometric numbers $\nu_\pm$, ion diffusivities $D_\pm$, salt diffusivity $D$ and cation transference number $t_+$. The scaled potential is $\psi=F\phi/(RT)$, and $\mathbf n_\pm$ are the ion fluxes divided by $\nu_\pm$. Before Sand's time $\tau$, the flat cathode has

$$c_s=c_0\left(1-\sqrt{t/\tau}\right),\qquad
G=\frac{i(1-t_+)}{z_+\nu_+FD},\qquad
\frac{D}{1-t_+}=D_+w,\qquad w=1+\frac{z_+}{|z_-|}, \tag{18}$$

where $c_s$ is the surface concentration and $G$ the wall gradient. The flat front advances at $v=V_mi/(z_+F)$, with $V_m$ the molar volume of the metal.

Now let the front carry a small ripple. In coordinates that follow the mean front, the metal surface is at

$$x=h(y,t)=\varepsilon(t)\cos ky, \tag{19}$$

with metal below and electrolyte above. Positive $h$ is a crest that reaches into the liquid. The wavelength is $\lambda=2\pi/k$, and the slope is small, $k\varepsilon\ll1$. The metal has an isotropic surface energy $\gamma$ and a uniform electric potential. The mean current is held constant; to first order a ripple of zero mean does not alter it.

We now have the salt concentration and its gradient at a flat cathode up to Sand's time, and have described a small ripple on the front. It remains to find which ripples grow, how fast, and how much they gain before the salt at the surface runs out.

Numbers in the example were calculated in double precision.
